# The d-Band Adsorption Trend from One Adsorbate Orbital

## The decision

Suppose slab calculations are to rank catalytic surfaces for an electroless nickel bath. One must decide whether to record the d-band centre alone, or also the band filling, the band edges and the position of the adsorbate orbital. The rule at stake says that a higher d-band centre means a stronger bond. In the model below, which has a sharp adsorbate level and, in the worked example, a rectangular band, the sign for a single orbital can depend on whether that orbital is filled or empty, and on what is held fixed while the centre moves.

Energies of binding are negative when attractive. A slope is the derivative of the energy with respect to the d-band centre, so a negative slope obeys the rule.

## The model

An adsorbate orbital $a$, of energy $\varepsilon_a$, meets one normalised metal orbital $d$. The metal eigenstates $k$ have energies $\varepsilon_k$ and real amplitudes $c_k=\langle k|d\rangle$, with $\sum_k c_k^2=1$. The local density of states and its centre are

$$\rho(\varepsilon)=\sum_k c_k^2\,\delta(\varepsilon-\varepsilon_k),\qquad \varepsilon_d=\int\rho\,\varepsilon\,d\varepsilon=\langle d|H|d\rangle .$$

The orbital $a$ touches the metal through $d$ alone, so $\langle a|k\rangle=Sc_k$ and $\langle a|H|k\rangle=hc_k$, where $S=\langle a|d\rangle$ and $h=\langle a|H|d\rangle$. Adding a constant $C$ to $H$ changes $h$ by $CS$, so $h$ by itself has no physical meaning. The combination

$$v=h-\varepsilon_aS=\langle a|H-\varepsilon_a|d\rangle$$

is unchanged. Phases are chosen so that $S>0$, and the bonding case $v<0$ is taken.

There are two spins, the temperature is zero, and electrons interact only through fixed mean-field levels. The bond to the metal's sp electrons is assumed common to the surfaces compared. The metal is a reservoir with Fermi level $\mu$. If bonding changes the electron number by $\Delta N$ at fixed $\mu$, restoring the number costs $-\mu\Delta N$ plus a term that vanishes for a large metal. The grand-potential change $\Delta\Omega$ at fixed $\mu$ therefore equals the energy change $\Delta E$ at fixed number.

## Secular equation and repulsion

For a state with amplitudes $x_a,x_k$, the generalised eigenvalue equations are

$$(\varepsilon_k-E)x_k+(h-ES)c_kx_a=0,$$
$$(\varepsilon_a-E)x_a+(h-ES)\sum_kc_kx_k=0 .$$

Solving the first for $x_k$ and inserting it in the second gives

$$D(E)\equiv\varepsilon_a-E-(h-ES)^2\int\frac{\rho(\varepsilon)}{\varepsilon-E}\,d\varepsilon=0. \tag{1}$$

The sum of all eigenvalues is the trace of $M^{-1}H$, with $M$ the overlap matrix. In a basis of $a$, $d$ and metal orbitals orthogonal to $d$, only the $(a,d)$ block of $M$ differs from unity, and its inverse is

$$\frac{1}{1-S^2}\begin{pmatrix}1&-S\\-S&1\end{pmatrix}.$$

This block contributes $(\varepsilon_a+\varepsilon_d-2Sh)/(1-S^2)$ to the trace. Subtracting $\varepsilon_a+\varepsilon_d$ and putting $h=v+\varepsilon_aS$, the change per spin is

$$\tau=\frac{S^2(\varepsilon_a+\varepsilon_d)-2Sh}{1-S^2}=\frac{-2vS+S^2(\varepsilon_d-\varepsilon_a)}{1-S^2}. \tag{2}$$

If every state is occupied, antibonding ones included, the energy change is $2\tau$. For $\varepsilon_d>\varepsilon_a$ it is positive, and it vanishes when $S=0$. This is the orthogonality repulsion: without overlap, the rise of the antibonding states cancels the fall of the bonding ones; with overlap, it exceeds it. For a full band from $-4$ to $-1$ eV, with $\varepsilon_a=-5$ eV, $v=-1$ eV and $S=0.06$,

$$2\tau=\frac{2(0.12+0.0036\times2.5)}{0.9964}=0.259\ \text{eV}.$$

## Energy at any coupling strength

The determinant of $H-zM$ can be written in two ways:

$$D(z)\prod_k(\varepsilon_k-z)=(1-S^2)\prod_i(E_i-z),$$

because $\det M=1-S^2$. The ratio of coupled to uncoupled products is therefore

$$F(z)=\frac{\prod_i(E_i-z)}{(\varepsilon_a-z)\prod_k(\varepsilon_k-z)}=\frac{D(z)}{(1-S^2)(\varepsilon_a-z)} .$$

With two spins, a level at $x=E-\mu$ contributes $2\min(x,0)=x-|x|$ to $\Omega$. The terms in $x$ change by $\tau$ in total. For the terms in $|x|$ use

$$\int_{-\infty}^{\infty}\ln\frac{x^2+\omega^2}{y^2+\omega^2}\,d\omega=2\pi(|x|-|y|),$$

which follows by differentiating with respect to $|x|$ and noting that both sides vanish at $|x|=|y|$. Since $|F(\mu+i\omega)|^2$ is the product of such ratios, and is even in $\omega$,

$$\Delta\Omega=\tau-\frac{2}{\pi}\int_0^\infty\ln|F(\mu+i\omega)|\,d\omega. \tag{3}$$

This is exact within the model. It also holds when $\varepsilon_a$ lies inside the band, where the expansion below fails.

## Second order: which states attract

Let $v$ and $S$ be small together, with $\varepsilon_a$ outside the band. Near $E=\varepsilon_a$, equation (1) gives the shift of the adsorbate level,

$$\delta_a=-v^2\int\frac{\rho}{\varepsilon-\varepsilon_a}\,d\varepsilon .$$

Near $E=\varepsilon_k$, the term $k$ dominates the sum in (1). The other terms correct $\varepsilon_a-E$ at second order, hence the shift at fourth. Thus $c_k^2(h-\varepsilon_kS)^2/(\varepsilon_k-E)=\varepsilon_a-\varepsilon_k$. Writing $x=\varepsilon_k-\varepsilon_a$, so that $h-\varepsilon_kS=v-xS$,

$$\delta_k=c_k^2\frac{(v-xS)^2}{x}=c_k^2\left(\frac{v^2}{x}-2vS+S^2x\right). \tag{4}$$

**Filled orbital below the band.** The adsorbate level and the occupied metal levels each hold two electrons:

$$\Delta E=2\left[-v^2\int_{\text{all}}\frac{\rho}{x}\,d\varepsilon+\int_{\text{occ}}\rho\left(\frac{v^2}{x}-2vS+S^2x\right)d\varepsilon\right].$$

The $v^2/x$ terms of occupied metal states cancel, leaving

$$\Delta E=-2v^2\int_{\text{empty}}\frac{\rho}{x}\,d\varepsilon+2\int_{\text{occ}}\rho\,(2|v|S+S^2x)\,d\varepsilon. \tag{5}$$

At this order, empty d states attract and occupied d states repel.

**Empty orbital above the band.** Only occupied metal levels count. With $y=\varepsilon_a-\varepsilon=-x>0$, equation (4) gives

$$\Delta E=-2\int_{\text{occ}}\rho\,\frac{(|v|-Sy)^2}{y}\,d\varepsilon. \tag{6}$$

This is never repulsive. Expanding the square shows an overlap part $2\int_{\text{occ}}\rho(2|v|S-S^2y)\,d\varepsilon$, which weakens the bond while $Sy<2|v|$.

## The narrow-band limit

Put the whole band at $\varepsilon_d$, with filling $f$, and let $\Delta=\varepsilon_d-\varepsilon_a>0$. Equation (5) becomes

$$\Delta E=-2(1-f)\frac{v^2}{\Delta}+2f(-2vS+S^2\Delta).$$

Now measure the coupling from the midpoint of the two levels: $V=h-S(\varepsilon_a+\varepsilon_d)/2=v-S\Delta/2$. Then

$$\frac{v^2}{\Delta}=\frac{V^2}{\Delta}+VS+\frac{S^2\Delta}{4},\qquad -2vS+S^2\Delta=-2VS .$$

Collecting terms,

$$\Delta E=-2(1-f)\frac{V^2}{\Delta}-2(1+f)SV-\frac{(1-f)S^2\Delta}{2}. \tag{7}$$

The first two terms are the usual hybridisation and repulsion of the d-band model. If $S=-\alpha V$, the repulsion is $2(1+f)\alpha V^2$. The split between attraction and repulsion depends on the choice of $v$ or $V$; the sum does not.

For an empty orbital, with $y=\varepsilon_a-\varepsilon_d$, the midpoint coupling satisfies $v+yS=V+yS/2$. Equation (6) then gives $-2fV^2/y-2fSV-fS^2y/2$. The factor $f$ replaces $1-f$ because the d states are now the donors.

## Example: nickel-like numbers

Set $\mu=0$ and take a rectangular band, $\rho=1/W$, with $W=3.5$ eV and $f=0.9$. Its bottom is at $-fW=-3.15$ eV, its top at $(1-f)W=0.35$ eV and its centre at $-1.40$ eV. Take $v=-1$ eV and $S=0.06$. A hydrogen-like filled level lies at $-5$ eV and a generic acceptor at $+2.5$ eV.

For the filled level, the distances $x$ to the band bottom, Fermi level and band top are $x_b=1.85$, $x_\mu=5$ and $x_t=5.35$ eV. The two terms of (5) are

$$-\frac{2v^2}{W}\ln\frac{x_t}{x_\mu}=-\frac{2}{3.5}\ln1.07=-0.039\ \text{eV},$$

$$4f|v|S+\frac{S^2}{W}(x_\mu^2-x_b^2)=0.216+0.022=0.238\ \text{eV}.$$

Their sum is $+0.200$ eV: with so few empty d states, repulsion wins. Equation (3) gives $+0.175$ eV, or about $17$ kJ/mol.

For the acceptor, the distances $y$ to the Fermi level and band bottom are $y_\mu=2.5$ and $y_b=5.65$ eV:

$$-\frac{2v^2}{W}\ln\frac{y_b}{y_\mu}=-0.466\ \text{eV},$$

$$4f|v|S-\frac{S^2}{W}(y_b^2-y_\mu^2)=0.216-0.026=0.190\ \text{eV}.$$

The sum is $-0.276$ eV; equation (3) gives $-0.267$ eV, or $-25.8$ kJ/mol. For both orbitals, diagonalising a band of 800 equally spaced levels reproduces the values from (3) to within $10^{-4}$ eV.

For the filled orbital, the narrow-band form (7) has $\Delta=3.6$ eV and $V=-1.108$ eV. Its terms are $-0.068$, $+0.253$ and $-0.0006$ eV, with sum $+0.184$ eV. This lies below the rectangular-band value mainly because (7) places the empty states 3.6 eV above the adsorbate level, instead of 5 to 5.35 eV.

## Moving the centre: rigid shift

Let the band move up by $s$ with $W$, $v$, $S$, $\varepsilon_a$ and $\mu$ fixed. The filling then falls. In (5), the integration limits $x_b$ and $x_t$ move with $s$ while $x_\mu$ stays. The derivative is the integrand at the top minus that at the bottom:

$$\frac{d\Delta E}{d\varepsilon_d}=-\frac2W\left[\frac{v^2}{x_t}+2|v|S+S^2x_b\right]. \tag{8}$$

It is negative as long as $\mu$ remains inside this rectangular band. Attractive empty states are gained and repulsive occupied states are lost. For an empty orbital only $y_b$ moves, and it decreases:

$$\frac{d\Delta E}{d\varepsilon_d}=+\frac2W\frac{(|v|-Sy_b)^2}{y_b}. \tag{9}$$

The bond weakens because donor electrons are lost. The example gives $-0.179$ and $+0.044$ eV per eV. Differentiating (3) gives $-0.214$ and $+0.027$, with the same signs. The positive sign of (9) is tied to the rectangular shape. In general, the loss of donor electrons at $\mu$ competes with the approach of the remaining occupied states to the acceptor. For a semi-elliptic band of the same filling and variance, the second-order slopes are $-0.141$ and $+0.012$, and with all orders kept they are $-0.176$ and practically zero.

## Moving the centre: fixed filling

Now let the band narrow at fixed $f$, as a simple picture of a stretched surface layer, again with $v$, $S$ and $\varepsilon_a$ fixed. Write $\varepsilon=Wu$ with $-f<u<1-f$. Then $\rho\,d\varepsilon=du$ and $\varepsilon_d=W(1/2-f)$. For $f>1/2$, narrowing raises the centre.

For the filled orbital let $p=-\varepsilon_a$, so $x=p+Wu$. Differentiating (5),

$$\frac{d\Delta E}{dW}=2v^2\int_0^{1-f}\frac{u\,du}{(p+Wu)^2}+2S^2\int_{-f}^0u\,du .$$

The second term is $-S^2f^2$. In the first, substitute $u=(x-p)/W$ and let $q=p+(1-f)W$:

$$\int_0^{1-f}\frac{u\,du}{(p+Wu)^2}=\frac1{W^2}\int_p^q\frac{x-p}{x^2}\,dx=\frac{L}{W^2},\qquad L=\ln\frac qp+\frac pq-1 .$$

Dividing by $d\varepsilon_d/dW$,

$$\frac{d\Delta E}{d\varepsilon_d}=\frac{2v^2L/W^2-S^2f^2}{1/2-f}. \tag{10}$$

For the empty orbital set $p=\varepsilon_a$ and $w=-u$, so $y=p+Ww$. Equation (6) gives

$$\frac{d\Delta E}{dW}=2\int_0^f\left[\frac{v^2}{(p+Ww)^2}-S^2\right]w\,dw,$$

which is the same numerator with $q=p+fW$. Equation (10) therefore serves both cases.

For the acceptor $L=0.258$, and the slope is $-0.098$ eV per eV, or $-0.092$ from (3). Narrowing brings the occupied donor states closer to the acceptor.

For the filled orbital $L$ is only $0.0022$. The numerator changes sign at

$$S_c=\frac{|v|}{fW}\sqrt{2L}=0.021 .$$

The example's overlap is larger, and second order gives a reversed slope of $+0.006$ eV per eV. Equation (3), however, gives $-0.017$. The two terms of (10) contribute only $-0.001$ and $+0.007$ eV per eV; both are small, so higher orders decide the sign. Thus $S_c$ is a weak-coupling criterion and must not be applied at the example's coupling strength. For this sharp level the filled orbital supplies only a small part of the trend; with the sp broadening considered below, it supplies about a third.

For $f<1/2$ the denominator of (10) changes sign, since narrowing then lowers the centre. At $f=1/2$ the centre does not move, although the energy can.

## A donor and an acceptor together

If an adsorbate has both orbitals, with different symmetry and coupled to different d orbitals of the same $\rho$, their energies add in this model. The summed slopes from (3) are $-0.188$ eV per eV for the rigid shift and $-0.110$ at fixed filling. The rule then holds in both comparisons, but for different reasons: the filled orbital carries it in the first, the acceptor in the second. This is a result for these parameters, not a theorem for every pair.

## How far the numbers reach

The parameters are rough values in the regime of a nickel surface, and 360 K is a rough temperature for a hot electroless bath. The $+0.175$ eV is not the adsorption energy of hydrogen on nickel, which is attractive by roughly 2 to 3 eV relative to a free atom. The sp bond, left out here, must supply that attraction.

The neglected effects were sized one at a time:

| Change | Filled (meV) | Empty (meV) |
|---|---:|---:|
| Orders beyond the second | −25 | +9 |
| sp broadening, half-width 1 eV | −68 | +6 |
| Adsorbate level raised 0.5 eV | −11 | +49 |
| Charging energy, $U=5$ eV | +0.4 | +10 |
| Exchange splitting 0.3 eV | +1 | +0.4 |
| Semi-elliptic band, same filling and variance (second order only) | +0.6 | +0.9 |
| The same, all orders | +5 | +2 |
| Temperature 360 K | +0.1 | −0.05 |

Of the changes listed, broadening of the adsorbate level matters most for the filled orbital: it removes about 39% of the repulsion. The entry assumes a semi-elliptic sp band centred on the level, with band edges 10 eV away on either side. Moving these edges to 7 or 15 eV changes the share to 32% or 43%, and the small entry for the acceptor can change sign. Broadening also affects the slopes. At fixed $v$, the acceptor's rigid-shift slope falls from $+0.027$ to about $-0.003$ eV per eV. If the midpoint coupling $V$ is held fixed instead, it falls from about $+0.047$ to $+0.017$. For the rectangular band, whether the acceptor still reverses the rule therefore depends on how the coupling follows the band. The summed slopes of the pair remain negative in both cases: about $-0.23$ eV per eV for the rigid shift and $-0.14$ at fixed filling with $v$ fixed, or $-0.21$ and $-0.12$ with $V$ fixed. With the semi-elliptic d band and the same broadening, the acceptor's rigid-shift slope is about $-0.027$ at fixed $v$ and $-0.007$ at fixed $V$, so the reversal is gone in both cases. The summed slopes change little: $-0.22$ and $-0.14$ with $v$ fixed, or $-0.20$ and $-0.12$ with $V$ fixed. The charging entry is the estimate $U(\delta q)^2/4$, where $\delta q$ is the change in gross (Mulliken) population: the filled orbital loses 0.018 electron and the acceptor gains 0.091. With an exchange splitting of 0.3 eV both spin bands still cross the Fermi level, whereas the majority d band of nickel is nearly full. A splitting of 0.7 eV, which just fills the majority band of this model, gives about $+10$ meV for the filled orbital and $+2$ meV for the acceptor at zero temperature. Water, coverage and phosphorus in the deposit are not sized, except that the raised level indicates the effect of a 0.5 eV electrostatic shift at fixed $v$. At fixed $V$ the acceptor's entry would be about $+40$ meV.

The assumption of fixed $v$ also matters when different metals are compared. At second order and fixed $S$, a 10% rise in $|v|$ changes the filled-orbital energy by about $0.1(-2\times0.039+0.216)=+0.014$ eV. For the acceptor the change is $0.1(-2\times0.466+0.216)=-0.072$ eV. With all orders kept, the two changes are about $+0.003$ and $-0.071$ eV, so at fixed $S$ only the acceptor's is large. If $S$ also rises by 10%, they become about $+0.028$ and $-0.054$ eV, and neither can be ignored. Raising the centre by 0.1 eV changes the pair by only about $-0.018$ or $-0.011$ eV, depending on the comparison.

For a donor and acceptor pair like the one above, the centre alone is therefore a reasonable ranking variable within a family of surfaces where the coupling is nearly constant and the band changes in the same way throughout, either rigidly or at fixed filling. Across different metals, the filling, band edges and coupling should be recorded with it. The numerical output below gives most of the values to more digits.

## Computed values

```
band width 3.50 eV, filling 0.90
band bottom, centre, top -3.150 -1.400 0.350 eV
coupling v -1.00 eV, overlap S 0.060
[filled orbital] level -5.00 eV
 hybridisation term -0.0387 eV
 overlap term 0.2382 eV
 second-order total 0.1995 eV
 exact model total 0.1746 eV
 exact, converted 16.85 kJ/mol
 electrons gained by adsorbate -0.0182
 rigid-shift slope, 2nd order -0.1792 eV/eV
 rigid-shift slope, exact -0.2143 eV/eV
 fixed-filling slope, 2nd order 0.0064 eV/eV
 fixed-filling slope, exact -0.0174 eV/eV
 effect of higher orders -24.94 meV
 effect of bath temperature 0.09 meV
 effect of sp broadening -68.47 meV
 effect of exchange splitting 1.24 meV
 effect of semi-elliptic band 0.60 meV
 effect of level raised -10.74 meV
 effect of charging energy 0.42 meV
[empty orbital] level 2.50 eV
 hybridisation term -0.4659 eV
 overlap term 0.1896 eV
 second-order total -0.2763 eV
 exact model total -0.2673 eV
 exact, converted -25.79 kJ/mol
 electrons gained by adsorbate 0.0907
 rigid-shift slope, 2nd order 0.0442 eV/eV
 rigid-shift slope, exact 0.0267 eV/eV
 fixed-filling slope, 2nd order -0.0980 eV/eV
 fixed-filling slope, exact -0.0923 eV/eV
 effect of higher orders 9.07 meV
 effect of bath temperature -0.05 meV
 effect of sp broadening 5.75 meV
 effect of exchange splitting 0.35 meV
 effect of semi-elliptic band 0.85 meV
 effect of level raised 48.79 meV
 effect of charging energy 10.29 meV
pair slope, rigid shift, exact -0.1876 eV/eV
pair slope, fixed filling, exact -0.1096 eV/eV
critical overlap, filled orbital 0.0212
narrow band: midpoint coupling -1.1080 eV, gap 3.60 eV
narrow band: attraction -0.0682 eV
narrow band: repulsion 0.2526 eV
narrow band: usually dropped term -0.648 meV
narrow band: total 0.1838 eV
full band from -4 to -1 eV: repulsion 0.2589 eV
assumed: bath 360 K, sp half-width 1.0 eV
assumed: exchange 0.3 eV, level rise 0.5 eV
assumed: charging U 5.0 eV
```
